# Surface Scattering and the Resistivity of Thick Metal Films: verification in Python

```python
"""Thick-film limit of the Fuchs-Sondheimer resistivity.

Result under test, for a film of thickness d with bulk mean free path lambda:
    sigma/sigma0 = 1 - x + R,   rho/rho0 = 1 + x + O(x^2),
    x = 3 lambda (1 - p) / (8 d),
    0 < R <= 3 (1-p)^2 exp(-kappa) / (kappa^3 (1 - p exp(-kappa))).
Symbols: p = specular fraction at a surface, kappa = d/lambda,
mu = |v_z|/v_F, G = deviation from equilibrium divided by its bulk value,
z = depth (in units of lambda inside the solvers), sigma0 = 1/rho0 = bulk.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad


def sigma_full(kappa, p):
    """Full Fuchs-Sondheimer conductivity ratio, one angular quadrature."""
    def integrand(mu):
        decay = np.exp(-kappa / mu)
        return (mu - mu**3) * (1 - decay) / (1 - p * decay)
    value = quad(integrand, 0, 1, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return 1 - 1.5 * (1 - p) / kappa * value


def first_order(kappa, p):
    return 3 * (1 - p) / (8 * kappa)


# Chebyshev nodes, differentiation matrix and integration weights on [-1, 1]
ORDER = 80
index = np.arange(ORDER + 1)
nodes = np.cos(np.pi * index / ORDER)
scale = np.ones(ORDER + 1)
scale[[0, -1]] = 2
scale *= (-1.0)**index
gaps = nodes[:, None] - nodes[None, :]
DIFF = np.outer(scale, 1 / scale) / (gaps + np.eye(ORDER + 1))
DIFF -= np.diag(DIFF.sum(axis=1))
moments = np.zeros(ORDER + 1)
moments[::2] = 2 / (1 - index[::2].astype(float)**2)
vander = np.polynomial.chebyshev.chebvander(nodes, ORDER)
WEIGHTS = np.linalg.solve(vander.T, moments)


def solve_boltzmann(kappa, mu, p_bottom, p_top):
    """Solve the transport equation with its surface conditions directly."""
    size = ORDER + 1
    identity = np.eye(size)
    derivative = 2 / kappa * DIFF
    matrix = np.zeros((2 * size, 2 * size))
    source = np.ones(2 * size)
    matrix[:size, :size] = mu * derivative + identity
    matrix[size:, size:] = -mu * derivative + identity
    bottom, top = size - 1, 0
    matrix[bottom] = 0                      # upward movers leave z = 0
    matrix[bottom, bottom] = 1
    matrix[bottom, size + bottom] = -p_bottom
    matrix[size + top] = 0                  # downward movers leave z = d
    matrix[size + top, size + top] = 1
    matrix[size + top, top] = -p_top
    source[[bottom, size + top]] = 0
    solution = np.linalg.solve(matrix, source)
    return solution[:size], solution[size:]


def sigma_boltzmann(kappa, p_bottom, p_top):
    points, weights = np.polynomial.legendre.leggauss(32)
    total = 0.0
    for mu, weight in zip((points + 1) / 2, weights / 2):
        up, down = solve_boltzmann(kappa, mu, p_bottom, p_top)
        total += weight * (1 - mu**2) * (WEIGHTS @ (up + down)) / 2
    return 0.75 * total


# Closed depth profile against the numerical boundary-value solution
depth = 2.0 * (1 + nodes) / 2
for p in (0.0, 0.4, 0.9):
    for mu in (0.3, 0.8):
        up, down = solve_boltzmann(2.0, mu, p, p)
        amplitude = (1 - p) / (1 - p * np.exp(-2.0 / mu))
        assert np.allclose(up, 1 - amplitude * np.exp(-depth / mu), atol=1e-8)
        assert np.allclose(down, 1 - amplitude * np.exp(-(2.0 - depth) / mu),
                           atol=1e-8)

# Full conductivity against the numerical solution, thin to thick
largest_gap = 0.0
for kappa in (1.0, 2.0, 5.0, 8.0):
    for p in (0.0, 0.4, 0.9):
        gap = abs(sigma_boltzmann(kappa, p, p) - sigma_full(kappa, p))
        largest_gap = max(largest_gap, gap)
assert largest_gap < 1e-5
assert abs(sigma_boltzmann(2.0, 1.0, 1.0) - 1) < 1e-7

# Unequal surfaces: only the mean specularity enters the thick-film law
unequal = sigma_boltzmann(8.0, 0.9, 0.1)
unequal_law = 1 - first_order(8.0, 0.5)
assert abs(unequal - unequal_law) < 2e-5

# Random paths in three dimensions, ended by bulk or diffuse surface events
rng = np.random.default_rng(12345)
samples, kappa_mc, p_mc = 2_000_000, 2.0, 0.4
direction = rng.normal(size=(samples, 3))
direction /= np.linalg.norm(direction, axis=1)[:, None]
bulk_path = rng.exponential(size=samples)
start = kappa_mc * rng.random(samples)      # distance behind along the motion
diffuse_hit = rng.geometric(1 - p_mc, size=samples)
surface_path = (diffuse_hit * kappa_mc - start) / np.abs(direction[:, 2])
contribution = 3 * direction[:, 0]**2 * np.minimum(bulk_path, surface_path)
sigma_mc = contribution.mean()
error_mc = contribution.std() / np.sqrt(samples)
assert error_mc < 0.002
assert abs(sigma_mc - sigma_full(kappa_mc, p_mc)) < 4.5 * error_mc

# Positive remainder and its exponential bound
for kappa in (0.5, 1.0, 2.0, 5.0, 8.0):
    for p in (0.0, 0.5, 0.9):
        remainder = sigma_full(kappa, p) - 1 + first_order(kappa, p)
        bound = (3 * (1 - p)**2 * np.exp(-kappa)
                 / (kappa**3 * (1 - p * np.exp(-kappa))))
        assert 0 < remainder <= bound

# First- and second-order coefficients of the resistivity at large thickness
for p in (0.0, 0.5, 0.9):
    excess = 1 / sigma_full(1000.0, p) - 1
    assert abs(1000 * excess / (1 - p) - 3 / 8) < 3e-4
    second = 1000.0**2 * (excess - first_order(1000.0, p))
    assert abs(second / (3 * (1 - p) / 8)**2 - 1) < 2e-3
coefficient = 1000 * (1 / sigma_full(1000.0, 0.0) - 1)

# Worked example: free-electron metal with round model parameters
density = 8e28
path_nm, p, d_nm = 40.0, 0.2, 200.0
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
rho0 = const.hbar * k_fermi / (density * const.e**2 * path_nm * 1e-9)
# Bulk conductivity by direct integration of n_x^2 over the Fermi sphere
polar, polar_weight = np.polynomial.legendre.leggauss(12)
azimuth = 2 * np.pi * np.arange(16) / 16
sphere = np.sum(polar_weight[:, None] * (1 - polar[:, None]**2)
                * np.cos(azimuth)**2) * 2 * np.pi / 16
sigma0_sphere = (const.e**2 * path_nm * 1e-9 * k_fermi**2 * sphere
                 / (4 * np.pi**3 * const.hbar))
assert abs(sigma0_sphere * rho0 - 1) < 1e-10

rho0_n = rho0 * 1e9
kappa = d_nm / path_nm
x = first_order(kappa, p)
full = 1 / sigma_full(kappa, p)
remainder = 1 / full - 1 + x
bound = 3 * (1 - p)**2 * np.exp(-kappa) / (kappa**3 * (1 - p * np.exp(-kappa)))

# Recover lambda(1-p) from two thicknesses by two straight-line analyses
d1, d2 = 200.0, 400.0
rho1 = rho0_n / sigma_full(d1 / path_nm, p)
rho2 = rho0_n / sigma_full(d2 / path_nm, p)
slope_rho = (rho1 - rho2) / (1 / d1 - 1 / d2)
rho0_from_rho = rho2 - slope_rho / d2
product_rho = 8 / 3 * slope_rho / rho0_from_rho
sheet1, sheet2 = d1 / rho1, d2 / rho2       # nm/(nOhm m) = siemens
slope_sheet = (sheet2 - sheet1) / (d2 - d1)
offset = d1 - sheet1 / slope_sheet
product_sheet = 8 / 3 * offset
true_product = path_nm * (1 - p)
assert abs(product_sheet / true_product - 1) < 0.005
assert product_rho / true_product - 1 > 0.05

print("TESTS")
print(f"largest gap, numerical Boltzmann vs full formula: {largest_gap:.1e}")
print(f"random paths, kappa = {kappa_mc:.1f}, p = {p_mc:.1f}: sigma/sigma0 = "
      f"{sigma_mc:.4f} +- {error_mc:.4f}")
print(f"full formula, same case: {sigma_full(kappa_mc, p_mc):.4f}")
print(f"kappa*(rho/rho0 - 1) at kappa = 1000, p = 0: {coefficient:.5f}")
print(f"unequal faces p = 0.9 and 0.1, kappa = 8: sigma/sigma0 = "
      f"{unequal:.5f}, law with mean p {unequal_law:.5f}")
print("WORKED EXAMPLE")
print(f"electron density n = {density:.1e} m^-3")
print(f"Fermi wavenumber k_F = {k_fermi * 1e-9:.3f} nm^-1")
print(f"mean free path lambda = {path_nm:.0f} nm, specularity p = {p:.1f}")
print(f"bulk resistivity rho0 = {rho0_n:.3f} nOhm m")
print(f"thickness d = {d_nm:.0f} nm, kappa = {kappa:.1f}")
print(f"relative correction x = {x:.5f}, x^2 = {x * x:.5f}")
print(f"remainder R = {remainder:.2e}, its bound = {bound:.2e}")
print(f"film resistivity, linear law = {rho0_n * (1 + x):.3f} nOhm m")
print(f"film resistivity, full theory = {rho0_n * full:.3f} nOhm m")
print(f"dead layer, both surfaces = {x * d_nm:.2f} nm, "
      f"each = {x * d_nm / 2:.2f} nm")
print("TABLE of rho/rho0: d (nm), full, 1 + x, 1/(1 - x), "
      "error of 1 + x (%)")
for d in (20.0, 40.0, 80.0, 120.0, 200.0, 400.0):
    xd = first_order(d / path_nm, p)
    fd = 1 / sigma_full(d / path_nm, p)
    print(f"{d:5.0f}  {fd:.4f}  {1 + xd:.4f}  {1 / (1 - xd):.4f}  "
          f"{100 * ((1 + xd) / fd - 1):+.2f}")
print(f"RECOVERY from d = {d1:.0f} and {d2:.0f} nm")
print(f"synthetic resistivities = {rho1:.3f} and {rho2:.3f} nOhm m")
print(f"sheet conductances = {sheet1:.4f} and {sheet2:.4f} S")
print(f"true lambda(1-p) = {true_product:.2f} nm")
print(f"rho against 1/d: lambda(1-p) = {product_rho:.2f} nm, error "
      f"{100 * (product_rho / true_product - 1):+.2f} %, "
      f"rho0 = {rho0_from_rho:.3f} nOhm m")
print(f"sheet conductance against d: lambda(1-p) = {product_sheet:.2f} nm, "
      f"error {100 * (product_sheet / true_product - 1):+.2f} %, "
      f"rho0 = {1 / slope_sheet:.3f} nOhm m")
print("every check passed")
```

Printed output:

```
TESTS
largest gap, numerical Boltzmann vs full formula: 2.0e-07
random paths, kappa = 2.0, p = 0.4: sigma/sigma0 = 0.8910 +- 0.0010
full formula, same case: 0.8899
kappa*(rho/rho0 - 1) at kappa = 1000, p = 0: 0.37514
unequal faces p = 0.9 and 0.1, kappa = 8: sigma/sigma0 = 0.97656, law with mean p 0.97656
WORKED EXAMPLE
electron density n = 8.0e+28 m^-3
Fermi wavenumber k_F = 13.330 nm^-1
mean free path lambda = 40 nm, specularity p = 0.2
bulk resistivity rho0 = 17.114 nOhm m
thickness d = 200 nm, kappa = 5.0
relative correction x = 0.06000, x^2 = 0.00360
remainder R = 3.30e-05, its bound = 1.04e-04
film resistivity, linear law = 18.140 nOhm m
film resistivity, full theory = 18.205 nOhm m
dead layer, both surfaces = 12.00 nm, each = 6.00 nm
TABLE of rho/rho0: d (nm), full, 1 + x, 1/(1 - x), error of 1 + x (%)
   20  1.6931  1.6000  2.5000  -5.50
   40  1.3524  1.3000  1.4286  -3.87
   80  1.1706  1.1500  1.1765  -1.76
  120  1.1102  1.1000  1.1111  -0.92
  200  1.0638  1.0600  1.0638  -0.36
  400  1.0309  1.0300  1.0309  -0.09
RECOVERY from d = 200 and 400 nm
synthetic resistivities = 18.205 and 17.643 nOhm m
sheet conductances = 10.9858 and 22.6720 S
true lambda(1-p) = 32.00 nm
rho against 1/d: lambda(1-p) = 35.12 nm, error +9.76 %, rho0 = 17.080 nOhm m
sheet conductance against d: lambda(1-p) = 31.97 nm, error -0.11 %, rho0 = 17.114 nOhm m
every check passed
```
